# How much chlorine fine structure lowers a metal-chlorine homolysis energy: verification in Python

```python
# Result under test: omitting spin-orbit coupling places a free Cl atom at the
# mean of its six 3p^5 states, Delta/3 above the J=3/2 ground level. A computed
# metal-chlorine homolysis energy is therefore lowered by Delta/3 per Cl atom.
# Delta: J=1/2 minus J=3/2 energy; zeta: one-electron spin-orbit constant.
# Example: AlCl3 -> AlCl2 + Cl, UHF geometries and frozen-core UMP2 energies.
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
DELTA = 882.0  # cm^-1, input splitting
CM_TO_KJ = const.N_A * const.h * const.c * 100 / 1000
K_CM = const.k / (const.h * const.c * 100)
HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_KJ = HARTREE_J * const.N_A / 1000
HARTREE_CM = HARTREE_J / (const.h * const.c * 100)
KJ_TO_EV = 1000 / (const.N_A * const.e)
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], dtype=complex)


def p_shell_operator(zeta):
    """zeta l.s in real p orbitals times spin."""
    ang = np.zeros((3, 3, 3), complex)
    for k, a, b in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
        ang[k, a, b], ang[k, b, a] = -1j, 1j
    return zeta * sum(np.kron(ang[k], SPIN[k]) for k in range(3))


def many_electron_matrix(one_body, electrons):
    """One-body operator in the Fock space of six spin orbitals."""
    lower = np.array([[0, 1], [0, 0]])
    sign = np.diag([1, -1])
    annihilate = []
    for mode in range(6):
        op = np.eye(1)
        for site in range(6):
            factor = sign if site < mode else (
                lower if site == mode else np.eye(2))
            op = np.kron(op, factor)
        annihilate.append(op)
    number = np.diag(sum(a.T @ a for a in annihilate))
    full = sum(one_body[p, q] * annihilate[p].T @ annihilate[q]
               for p in range(6) for q in range(6))
    keep = np.where(np.isclose(number, electrons))[0]
    return full[np.ix_(keep, keep)]


# Atomic levels from the many-electron operator.
zeta = 2 * DELTA / 3
h_p = p_shell_operator(zeta)
h_five = many_electron_matrix(h_p, 5)
levels = np.linalg.eigvalsh(h_five)
assert np.allclose(levels, [-DELTA / 3] * 4 + [2 * DELTA / 3] * 2)
assert np.allclose(np.diag(h_five), 0)  # determinants of real orbitals
one_electron = np.linalg.eigvalsh(many_electron_matrix(h_p, 1))
assert np.allclose(one_electron, [-zeta] * 2 + [zeta / 2] * 4)
lowering = DELTA / 3 * CM_TO_KJ


def upper_population(temp):
    boltz = np.exp(-DELTA / (K_CM * temp))
    return 2 * boltz / (4 + 2 * boltz)


def energy_shift(temp):
    return -DELTA / 3 + DELTA * upper_population(temp)


def free_shift(temp):
    boltz = np.exp(-DELTA / (K_CM * temp))
    return -DELTA / 3 - K_CM * temp * np.log((4 + 2 * boltz) / 6)


def free_from_levels(temp):
    return -K_CM * temp * np.log(np.mean(np.exp(-levels / (K_CM * temp))))


for temp in (150.0, 298.15, 573.15, 1200.0):
    assert abs(free_shift(temp) - free_from_levels(temp)) < 1e-8
    slope = (free_from_levels(temp + 0.1)
             - free_from_levels(temp - 0.1)) / 0.2
    # finite-difference error is far below 0.001 cm^-1 here
    assert abs(free_from_levels(temp) - temp * slope
               - energy_shift(temp)) < 1e-3
hot = 50000.0
assert abs(free_from_levels(hot) / (-DELTA**2 / (9 * K_CM * hot)) - 1) < 0.01


def atomic_so(symbol, charge, occupations, basis):
    """Breit-Pauli mean-field W, with H_so = sum_k i W_k s_k (hartree)."""
    atom = gto.M(atom=symbol, charge=charge, spin=0, basis=basis, verbose=0)
    field = scf.RHF(atom)
    occ = np.zeros(atom.nao)
    occ[:len(occupations)] = occupations
    field.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    field.kernel()
    assert field.converged
    dens = field.mo_coeff @ np.diag(occ) @ field.mo_coeff.T
    one = atom.intor("int1e_pnucxp", comp=3)
    n = atom.nao
    two = atom.intor("int2e_p1vxp1", comp=3).reshape(3, n, n, n, n)
    coulomb = np.einsum("yijkl,lk->yij", two, dens)
    exchange = np.einsum("yijkl,jk->yil", two, dens)
    exchange += np.einsum("yijkl,li->ykj", two, dens)
    w = const.alpha**2 / 2 * (one + coulomb - 1.5 * exchange)
    return w, field.mo_coeff


def splitting_from_operator(w, orbitals):
    p = orbitals[:, 6:9]  # 3p follows 1s, 2s, 2p, 3s
    block = np.array([p.T @ part @ p for part in w])
    return 1.5 * np.sqrt(np.sum(block**2) / 6) * HARTREE_CM


# Uncontracted s and p functions suffice for a spherical chlorine atom.
exponents = {0: set(), 1: set()}
for shell in gto.basis.load("cc-pvtz", "Cl"):
    if shell[0] < 2:
        for row in shell[1:]:
            if isinstance(row, (list, tuple, np.ndarray)):
                exponents[shell[0]].add(float(row[0]))
large_basis = {"Cl": [[l, [x, 1.0]] for l in (0, 1)
                      for x in sorted(exponents[l], reverse=True)]}
cl_occ = [2] * 6 + [5 / 3] * 3
w_large, c_large = atomic_so("Cl", -1, cl_occ, large_basis)
computed_split = splitting_from_operator(w_large, c_large)
# Mean field, averaged occupations and missing correlation: 15 percent.
assert abs(computed_split / DELTA - 1) < 0.15
w_cl, c_cl = atomic_so("Cl", -1, cl_occ, "def2-svp")
w_al, _ = atomic_so("Al", 1, [2] * 6, "def2-svp")
small_split = splitting_from_operator(w_cl, c_cl)
assert abs(small_split / DELTA - 1) < 0.25  # small contracted basis


def molecule(count, length, angle):
    """Planar AlCl_count with neighbouring Cl atoms separated by angle."""
    atoms = [("Al", (0.0, 0.0, 0.0))]
    for k in range(count):
        phi = np.radians((k - (count - 1) / 2) * angle)
        atoms.append(("Cl", (length * np.cos(phi),
                             length * np.sin(phi), 0.0)))
    return gto.M(atom=atoms, spin=3 - count, basis="def2-svp", verbose=0)


def run_uhf(mol, density, integrals=None):
    field = scf.UHF(mol)
    field.conv_tol = 1e-9
    field._eri = integrals  # reused only at an unchanged geometry
    field.kernel(density)
    return field


def follow_instability(field):
    """Rerun from the orbitals returned by the stability analysis."""
    orbitals = field.stability()[0]
    density = field.make_rdm1(orbitals, field.mo_occ)
    trial = run_uhf(field.mol, density, field._eri)
    assert trial.converged
    return trial


def lowest_solution(mol):
    """Lower of two starting guesses, followed to a stable solution."""
    candidates, integrals = [], None
    for key in ("minao", "atom"):
        density = np.array(scf.UHF(mol).get_init_guess(mol, key))
        if mol.spin == 0:
            density[:] = density.mean(axis=0)  # equal spin densities
        field = run_uhf(mol, density, integrals)
        integrals = field._eri
        if field.converged:
            candidates.append(field)
    assert candidates
    best = min(candidates, key=lambda item: item.e_tot)
    for _ in range(4):
        trial = follow_instability(best)
        if trial.e_tot > best.e_tot - 1e-6:
            return best
        best = trial
    raise AssertionError("no stable solution found")


def optimise(count, length, angle):
    """Alternate parabolic steps on one continuously followed solution."""
    guess = lowest_solution(molecule(count, length, angle)).make_rdm1()
    visited = []

    def energy(r, a):
        field = run_uhf(molecule(count, r, a), guess)
        assert field.converged
        visited.append(field.e_tot)
        return field.e_tot

    def vertex(function, centre, step):
        low, mid, high = [function(centre + k * step) for k in (-1, 0, 1)]
        curve = low - 2 * mid + high
        assert curve > 0
        return centre + step * (low - high) / (2 * curve)

    for _ in range(5):
        old_length, old_angle = length, angle
        length = vertex(lambda r: energy(r, old_angle), old_length, 0.02)
        if count == 2:
            angle = vertex(lambda a: energy(length, a), old_angle, 2.0)
        if abs(length - old_length) < 0.003 and abs(angle - old_angle) < 0.3:
            break
    else:
        raise AssertionError("geometry did not settle")
    final = run_uhf(molecule(count, length, angle), guess)
    assert final.converged
    assert final.e_tot <= min(visited) + 1e-6
    assert follow_instability(final).e_tot > final.e_tot - 1e-6
    return final, length, angle


alcl3, r3, _ = optimise(3, 2.08, 120.0)
alcl2, r2, angle2 = optimise(2, 2.10, 118.0)
chlorine = lowest_solution(gto.M(atom="Cl", spin=1, basis="def2-svp",
                                 verbose=0))
assert abs(alcl3.spin_square()[0]) < 1e-4  # closed shell
spin_square = alcl2.spin_square()[0]
assert abs(spin_square - 0.75) < 0.03

species = [alcl3, alcl2, chlorine]
mp2 = [mp.MP2(f, frozen=5 * f.mol.natm).run().e_tot for f in species]
d_hf = (alcl2.e_tot + chlorine.e_tot - alcl3.e_tot) * HARTREE_KJ
d_mp2 = (mp2[1] + mp2[2] - mp2[0]) * HARTREE_KJ
d_corrected = d_mp2 + levels[0] * CM_TO_KJ
assert abs(d_mp2 - d_corrected - lowering) < 1e-8


def spin_orbital_problem(field):
    """Orbital energies, occupations and one-centre spin-orbit matrix."""
    mol = field.mol
    w = np.zeros((3, mol.nao, mol.nao))
    for atom, (first, last) in enumerate(mol.aoslice_by_atom()[:, 2:4]):
        source = w_al if mol.atom_symbol(atom) == "Al" else w_cl
        w[:, first:last, first:last] = source
    c = field.mo_coeff
    blocks = [[sum(1j * SPIN[k, a, b] * (c[a].T @ w[k] @ c[b])
                   for k in range(3)) for b in (0, 1)] for a in (0, 1)]
    return (np.concatenate(field.mo_energy),
            np.concatenate(field.mo_occ) > 0.5, np.block(blocks))


def second_order(energy, occupied, coupling):
    gap = energy[~occupied][None, :] - energy[occupied][:, None]
    assert gap.min() > 0
    return -np.sum(abs(coupling[np.ix_(occupied, ~occupied)])**2 / gap)


e3, o3, m3 = spin_orbital_problem(alcl3)
so3 = second_order(e3, o3, m3)
scale = 0.1  # weak coupling isolates the second-order term
coupled = np.linalg.eigvalsh(np.diag(e3) + scale * m3)
from_diagonal = (coupled[:o3.sum()].sum() - e3[o3].sum()) / scale**2
assert abs(from_diagonal / so3 - 1) < 0.01
so2 = second_order(*spin_orbital_problem(alcl2))
e1, o1, m1 = spin_orbital_problem(chlorine)
n_cl = chlorine.mol.nao
valence = np.r_[5:9, n_cl + 5:n_cl + 9]
m1[np.ix_(valence, valence)] = 0  # same-shell part is already treated
so1 = second_order(e1, o1, m1)
neglected = (so2 + so1 - so3) * HARTREE_KJ
assert abs(neglected) < 0.5  # kJ/mol, small beside the atomic correction

print(f"Input Cl splitting Delta: {DELTA:.0f} cm^-1")
print(f"Spin-orbit constant zeta: {zeta:.0f} cm^-1")
print(f"Ground level relative to mean: {levels[0]:.0f} cm^-1")
print(f"Upper level relative to mean: {levels[-1]:.0f} cm^-1")
print(f"Conversion of 1 cm^-1: {CM_TO_KJ:.7f} kJ/mol")
print(f"Lowering per Cl atom: {lowering:.3f} kJ/mol")
print(f"Lowering per Cl atom: {lowering * KJ_TO_EV:.4f} eV")
print(f"Full splitting: {DELTA * CM_TO_KJ:.2f} kJ/mol")
print(f"Mean-field Cl splitting, large s,p basis: {computed_split:.0f} cm^-1")
print(f"Mean-field Cl splitting, def2-SVP: {small_split:.0f} cm^-1")
print(f"AlCl3 bond length, UHF: {r3:.3f} angstrom")
print(f"AlCl2 bond length, UHF: {r2:.3f} angstrom")
print(f"AlCl2 bond angle, UHF: {angle2:.1f} degrees")
print(f"AlCl2 spin square, UHF: {spin_square:.3f} (hbar^2)")
for name, field, energy in zip(("AlCl3", "AlCl2", "Cl"), species, mp2):
    print(f"{name} UHF energy: {field.e_tot:.6f} hartree")
    print(f"{name} UMP2 energy: {energy:.6f} hartree")
print(f"Homolysis energy, UHF: {d_hf:.1f} kJ/mol")
print(f"Homolysis energy, UMP2: {d_mp2:.1f} kJ/mol")
print(f"UMP2 minus UHF homolysis energy: {d_mp2 - d_hf:.1f} kJ/mol")
print(f"Corrected UMP2 homolysis energy: {d_corrected:.1f} kJ/mol")
print(f"Corrected UMP2 homolysis energy: {d_corrected * KJ_TO_EV:.3f} eV")
for name, value in zip(("AlCl3", "AlCl2", "Cl"), (so3, so2, so1)):
    print(f"{name} second-order shift: {value * HARTREE_CM:.2f} cm^-1")
print(f"Neglected second-order change in D: {neglected:.3f} kJ/mol")
for temp in (298.15, 573.15):
    free = free_shift(temp) * CM_TO_KJ
    rt = const.R * temp / 1000
    print(f"At {temp:.2f} K, k_B T: {K_CM * temp:.1f} cm^-1")
    print(f"  upper-level population: {100 * upper_population(temp):.2f} %")
    print(f"  mean-energy shift: {energy_shift(temp) * CM_TO_KJ:.2f} kJ/mol")
    print(f"  free-energy shift, six-fold reference: {free:.2f} kJ/mol")
    print(f"  equilibrium-constant factor: {np.exp(-free / rt):.3f} (no unit)")
    print(f"  extra shift if only spin counted: {-rt * np.log(3):.2f} kJ/mol")
print("tests ok")
```

Printed output:

```
Input Cl splitting Delta: 882 cm^-1
Spin-orbit constant zeta: 588 cm^-1
Ground level relative to mean: -294 cm^-1
Upper level relative to mean: 588 cm^-1
Conversion of 1 cm^-1: 0.0119627 kJ/mol
Lowering per Cl atom: 3.517 kJ/mol
Lowering per Cl atom: 0.0365 eV
Full splitting: 10.55 kJ/mol
Mean-field Cl splitting, large s,p basis: 788 cm^-1
Mean-field Cl splitting, def2-SVP: 783 cm^-1
AlCl3 bond length, UHF: 2.080 angstrom
AlCl2 bond length, UHF: 2.110 angstrom
AlCl2 bond angle, UHF: 118.2 degrees
AlCl2 spin square, UHF: 0.753 (hbar^2)
AlCl3 UHF energy: -1620.134987 hartree
AlCl3 UMP2 energy: -1620.581326 hartree
AlCl2 UHF energy: -1160.669754 hartree
AlCl2 UMP2 energy: -1160.970947 hartree
Cl UHF energy: -459.319303 hartree
Cl UMP2 energy: -459.428241 hartree
Homolysis energy, UHF: 383.1 kJ/mol
Homolysis energy, UMP2: 478.2 kJ/mol
UMP2 minus UHF homolysis energy: 95.1 kJ/mol
Corrected UMP2 homolysis energy: 474.7 kJ/mol
Corrected UMP2 homolysis energy: 4.920 eV
AlCl3 second-order shift: -54.84 cm^-1
AlCl2 second-order shift: -37.14 cm^-1
Cl second-order shift: -16.84 cm^-1
Neglected second-order change in D: 0.010 kJ/mol
At 298.15 K, k_B T: 207.2 cm^-1
  upper-level population: 0.70 %
  mean-energy shift: -3.44 kJ/mol
  free-energy shift, six-fold reference: -2.53 kJ/mol
  equilibrium-constant factor: 2.774 (no unit)
  extra shift if only spin counted: -2.72 kJ/mol
At 573.15 K, k_B T: 398.4 cm^-1
  upper-level population: 5.18 %
  mean-energy shift: -2.97 kJ/mol
  free-energy shift, six-fold reference: -1.84 kJ/mol
  equilibrium-constant factor: 1.471 (no unit)
  extra shift if only spin counted: -5.24 kJ/mol
tests ok
```
